# Closure of Charge-Neutrality-Level Band Offsets Around Three Dielectrics

## The question

An interconnect stack brings several insulators into contact: a low-k film, a nitride cap, a carbide barrier. Suppose the conduction-band offsets are known for low-k/cap and for cap/barrier. Can the offset for low-k/barrier be found by adding the two? Addition works if every material has one fixed band-edge level on a common energy scale. It is less clear what happens when each interface forms its own dipole.

The charge-neutrality-level model answers this. If all three interfaces share one pinning slope \(S\), the offsets add to zero around the loop. If the slope depends on the pair, a residual generally remains, though particular sets of unequal slopes can also close the loop.

## Levels and signs

All energies are electron energies, and \(e>0\). Material \(i\) has electron affinity \(\chi_i\), band gap \(G_i\), and a charge-neutrality level (CNL) at depth \(\Phi_i\) below its own vacuum level. Gap states at an interface carry no net charge when they are filled up to the CNL. Let \(C_i\) be the energy of the CNL after contact. The conduction edge lies \(\Phi_i-\chi_i\) above it:

\[
E_{C,i}=C_i+\Phi_i-\chi_i .
\]

The offset from \(i\) to \(j\) is \(D_{ij}=E_{C,j}-E_{C,i}\). With the CNL misalignment \(m_{ij}=C_j-C_i\),

\[
D_{ij}=m_{ij}+(\chi_i-\Phi_i)-(\chi_j-\Phi_j). \tag{1}
\]

The physics of the interface is now contained in \(m_{ij}\).

## The slope of one interface

Let the gap states on side \(i\) have a constant density \(N_i\) per area and energy. They are filled to a local level \(\mu\), which both sides share. The excess electron densities are

\[
n_i=N_i(\mu-C_i),\qquad n_j=N_j(\mu-C_j).
\]

These hold at finite temperature too, provided \(\mu\) stays many \(kT\) from the band edges: for a constant density, thermal smearing empties as many states below \(\mu\) as it fills above.

Assume that the interface is neutral as a whole, \(n_i+n_j=0\). Then

\[
\mu=\frac{N_iC_i+N_jC_j}{N_i+N_j},\qquad
\mu-C_i=\frac{N_j(C_j-C_i)}{N_i+N_j},
\]

and therefore

\[
n_i=\bar N_{ij}\,m_{ij},\qquad \bar N_{ij}=\frac{N_iN_j}{N_i+N_j}.
\]

If the CNL of \(j\) is the higher one, side \(i\) gains electrons. Place the two charges on planes a distance \(\delta\) apart, with permittivity \(\epsilon_{\rm int}\) between them. The field between the planes is \(en_i/(\epsilon_0\epsilon_{\rm int})\), so electron energies on side \(i\) rise relative to side \(j\) by

\[
\Delta=\frac{e^2\delta}{\epsilon_0\epsilon_{\rm int}}\,n_i .
\]

With aligned vacuum levels the misalignment would be \(-\Phi_j-(-\Phi_i)=\Phi_i-\Phi_j\). Raising side \(i\) by \(\Delta\) reduces it:

\[
m_{ij}=\Phi_i-\Phi_j-\lambda_{ij}m_{ij},\qquad
\lambda_{ij}=\frac{e^2\delta\,\bar N_{ij}}{\epsilon_0\epsilon_{\rm int}} .
\]

Collecting \(m_{ij}\) gives

\[
m_{ij}=S_{ij}(\Phi_i-\Phi_j),\qquad S_{ij}=\frac{1}{1+\lambda_{ij}} . \tag{2}
\]

Insertion in (1) yields

\[
D_{ij}=(\chi_i-\Phi_i)-(\chi_j-\Phi_j)+S_{ij}(\Phi_i-\Phi_j). \tag{3}
\]

For few gap states \(S_{ij}\to1\), and (3) becomes the affinity rule \(D_{ij}=\chi_i-\chi_j\). For many gap states \(S_{ij}\to0\), and the CNLs align. The slope is symmetric, \(S_{ij}=S_{ji}\), so reversing the direction reverses the sign of the offset.

The slope belongs to the pair, because \(\bar N_{ij}\) contains both densities. If \(N_i\ll N_j\), then \(\bar N_{ij}\approx N_i\): the side with fewer states limits the charge transfer.

## The sum around three materials

Add (3) around \(1\to2\to3\to1\). Each bracket \((\chi_i-\Phi_i)\) occurs once with a plus sign and once with a minus sign, so the brackets cancel. What remains is

\[
R=S_{12}(\Phi_1-\Phi_2)+S_{23}(\Phi_2-\Phi_3)+S_{31}(\Phi_3-\Phi_1). \tag{4}
\]

With one common slope,

\[
R=S\,[(\Phi_1-\Phi_2)+(\Phi_2-\Phi_3)+(\Phi_3-\Phi_1)]=0 .
\]

This closure is exact within the model, whatever the value of \(S\).

The valence edge is \(E_{V,i}=E_{C,i}-G_i\), so the valence offset is \(D_{ij}-(G_j-G_i)\). The gap differences also cancel around the loop, and the valence offsets leave the same \(R\).

## When unequal slopes close the loop

Sort (4) by the CNL depths:

\[
R=(S_{12}-S_{31})\Phi_1+(S_{23}-S_{12})\Phi_2+(S_{31}-S_{23})\Phi_3 .
\]

If \(R\) is to vanish for every choice of depths, all three coefficients must vanish, and the slopes must be equal. For three given materials the demand is weaker. Write \(a=\Phi_1-\Phi_2\) and \(b=\Phi_2-\Phi_3\), so that \(\Phi_3-\Phi_1=-(a+b)\). Then

\[
R=(S_{12}-S_{31})a+(S_{23}-S_{31})b , \tag{5}
\]

which is zero, for \(a+b\neq0\), when

\[
S_{31}=\frac{S_{12}a+S_{23}b}{a+b}. \tag{6}
\]

When \(\Phi_2\) lies between the other two depths, this is a weighted mean of the other two slopes. A measured closure therefore does not prove that the slopes are equal.

Equation (5) also limits the residual. Label the materials so that \(\Phi_1\ge\Phi_2\ge\Phi_3\); relabelling can at most reverse the sign of \(R\). Now \(a,b\ge0\), and neither slope difference exceeds \(S_{\max}-S_{\min}\) in magnitude. Hence

\[
|R|\le(S_{\max}-S_{\min})(\Phi_{\max}-\Phi_{\min}). \tag{7}
\]

Equality is reached when \(S_{12}=S_{23}=S_{\max}\) and \(S_{31}=S_{\min}\).

## What a residual means

Since \(D_{31}=-D_{13}\), the loop sum says

\[
D_{12}+D_{23}=D_{13}+R .
\]

An offset inferred through the third material is wrong by \(R\).

One may still try to give each material a level \(L_i\) and use \(L_j-L_i\) as the offset. The errors \(r_{ij}=D_{ij}-(L_j-L_i)\) add to \(R\) around the loop, because the levels cancel. Three numbers with sum \(R\) cannot all be smaller in magnitude than \(|R|/3\). The best list makes each error \(R/3\): set \(L_1=0\), \(L_2=D_{12}-R/3\), \(L_3=L_2+D_{23}-R/3\), and the last error is then also \(R/3\).

A residual does not permit perpetual motion. The vacuum level is \(E_{C,i}+\chi_i\), so its step at an interface is

\[
J_{ij}=D_{ij}+\chi_j-\chi_i=-(1-S_{ij})(\Phi_i-\Phi_j).
\]

These steps also add to \(R\). The electrostatic energy must return to its starting value on a closed path, so if the three materials meet along a line, fields inside them supply the missing \(-R\).

Let the materials fill wedges of angle \(\theta_i\) and permittivity \(\epsilon_i\), without free charge, and let each interface stay neutral with its own level \(\mu\). An energy \(V\) that is linear in the polar angle satisfies Laplace's equation in each wedge. Continuity of the normal displacement requires \(\epsilon_i\,dV/d\theta=K\) with the same \(K\) everywhere. Steps and slopes must cancel over a full turn:

\[
R+K\sum_k\frac{\theta_k}{\epsilon_k}=0 .
\]

The field is \(|dV/d\theta|/(er)\), hence

\[
F_i(r)=\frac{|R|}{e\,r\,\epsilon_i\sum_k\theta_k/\epsilon_k}. \tag{8}
\]

Electrodes and other charges add their own fields to this one. Equation (8) also presumes that the three interfaces exchange no electrons, so that their levels \(\mu\) may differ. If they come to a common \(\mu\), each interface takes up a small net charge and its gap states fix the energy drop across each wedge: far from the line, the drop in material \(i\) equals the difference of \(\mu-C_i\) between its two interfaces. These drops still add to \(-R\), but each can exceed \(|R|\), and they need not vanish when \(R=0\). Equation (8) is a far-field result. It fails at radii comparable with \(\delta\), where the dipole is no longer a thin layer. At a few \(\delta\) it gives only the order of magnitude, because the field there also depends on how each dipole layer ends at the line, and the single steps \(J_{ij}\) can be much larger than \(R\).

## Worked example: slopes and offsets

Take three dielectrics with round model parameters. A resembles a carbon-doped-oxide low-k film, B a silicon nitride cap, C an amorphous silicon carbide barrier.

- A: \(\chi=1.0\), \(G=8.0\), \(\Phi=5.4\) eV; \(N=0.5\times10^{14}\) eV\(^{-1}\)cm\(^{-2}\); \(\epsilon=2.7\)
- B: \(\chi=2.0\), \(G=5.0\), \(\Phi=4.8\) eV; \(N=1.5\times10^{14}\) eV\(^{-1}\)cm\(^{-2}\); \(\epsilon=6.5\)
- C: \(\chi=2.8\), \(G=3.0\), \(\Phi=4.2\) eV; \(N=3.0\times10^{14}\) eV\(^{-1}\)cm\(^{-2}\); \(\epsilon=4.5\)

All interfaces have \(\delta=0.20\) nm and \(\epsilon_{\rm int}=2.0\). Since \(e/\epsilon_0=18.1\) V nm, a density \(\bar N=10^{14}\) eV\(^{-1}\)cm\(^{-2}\), which is 1 eV\(^{-1}\)nm\(^{-2}\), gives \(\lambda=18.1\times0.20/2.0=1.81\).

For A and B, \(\bar N=0.5\times1.5/2.0=0.375\) in units of \(10^{14}\), so \(\lambda=0.679\) and \(S_{AB}=0.5957\). For B and C, \(\bar N=1.0\) and \(S_{BC}=0.3559\). For C and A, \(\bar N=0.429\) and \(S_{CA}=0.5632\). The two interfaces with A have similar slopes because A has the fewest states and limits both transfers.

Equation (3) gives, in eV,

\[
\begin{aligned}
D_{AB}&=-4.4+2.8+0.3574=-1.2426,\\
D_{BC}&=-2.8+1.4+0.2136=-1.1864,\\
D_{CA}&=-1.4+4.4-0.6759=+2.3241 .
\end{aligned}
\]

A numerical solution that fills the gap states between the real band edges at 378 K, and finds the dipole self-consistently, agrees with these offsets within \(10^{-5}\) eV. The residual is

\[
R=0.3574+0.2136-0.6759=-0.1049\ \text{eV}.
\]

The bound (7) is \((0.5957-0.3559)\times1.2=0.288\) eV, so the residual is about a third of what these spreads would allow. The fourth decimals serve to follow the arithmetic; the parameters fix no more than the order of magnitude of \(R\).

Two variations show what controls closure. With \(N=10^{14}\) eV\(^{-1}\)cm\(^{-2}\) in all three materials, every slope is 0.525, and the self-consistent loop sum is below \(10^{-6}\) eV. With the original densities, (6) asks for \(S_{CA}=(0.5957+0.3559)/2=0.4758\), because the two CNL steps are equal. Widening the dipole of the C–A interface alone to 0.284 nm produces this slope and closes the loop, although the slopes remain unequal.

## Worked example: consequences

The barrier for electrons from C into A is 2.324 eV. Inferred through B it would be \(1.2426+1.1864=2.429\) eV, too high by 0.105 eV. The best single list of levels still misses each offset by 0.035 eV.

Thermionic flow over a barrier \(\phi\) varies as \(e^{-\phi/kT}\). At 378 K, \(kT=0.03257\) eV, and with the same prefactor the two barriers give currents in the ratio

\[
e^{0.1049/0.03257}\approx25 .
\]

This shows the sensitivity, not an expected leakage current. The thermal exponent itself is \(2.324/0.03257=71.4\), so flow over this barrier is negligible with either value. The factor would matter at a lower barrier with the same residual.

Let the materials meet with angles of 180° for A and 90° each for B and C. Then

\[
\sum_k\frac{\theta_k}{\epsilon_k}=\frac{\pi}{2.7}+\frac{\pi/2}{6.5}+\frac{\pi/2}{4.5}=1.754,
\]

and (8) gives a field in A of 0.022 MV/cm at 10 nm. At 1 nm, only \(5\delta\) from the line, its value of 0.22 MV/cm is an order of magnitude and no more. A rough breakdown field of 5 MV/cm would be reached at 0.044 nm. That is well inside the dipole spacing, where (8) does not apply. For neutral interfaces and within the range of (8), the residual alone does not bring this junction to breakdown. With a common \(\mu\), the drops across A, B and C are \(+0.31\), \(-0.23\) and \(+0.03\) eV. At 10 nm the field is then about 0.10 MV/cm in A and about 0.15 MV/cm, of opposite sign, in B. These fields are several times larger and are not set by \(R\), though they remain below the rough breakdown value beyond about 1 nm.

## Dependence on the dipole spacing

Change \(\delta\) for all three interfaces together. As \(\delta\to0\), every \(\lambda_{ij}\to0\) and every slope tends to 1; the loop closes by the affinity rule. As \(\delta\to\infty\), every slope tends to 0; the loop closes by CNL alignment. A nonzero residual between these limits must therefore have a largest magnitude at some finite spacing.

The values fit this: \(R=-0.102\), \(-0.105\) and \(-0.086\) eV for spacings of 0.1, 0.2 and 0.4 nm. Over this range the poorly known spacing moves \(R\) by less than 20% of its value at 0.2 nm, although the separate slopes change by roughly 25 to 50% of theirs.

## Effects left out of the offset formula

**Energy-dependent gap states.** Let the density rise away from the CNL as \(\cosh(E/1\ \text{eV})\), with its value at the CNL held fixed. The residual becomes \(-0.093\) eV, 11% smaller in magnitude; with a scale of 0.3 eV in place of 1 eV it shrinks to \(-0.027\) eV. The response is now nonlinear, so equal densities of \(10^{14}\) eV\(^{-1}\)cm\(^{-2}\) no longer close the loop exactly: they leave \(+0.004\) eV for the 1 eV scale and \(+0.03\) eV for 0.3 eV.

**Field across the interface.** An operating field \(F\) in A puts an additional energy step \(x=eF\delta\,\epsilon_A/\epsilon_{\rm int}\) between the charge planes. It subtracts from \(\Phi_i-\Phi_j\) in the derivation of (2) when it raises side \(i\), so the offset changes by \(-S_{ij}x\). For 1 MV/cm, \(x=0.1\times0.20\times2.7/2.0=0.027\) eV, and the C–A barrier falls by \(0.563\times0.027=0.015\) eV when the field drives electrons from C into A.

**Image force.** An electron in A at distance \(x\) from C polarizes both media. Use the optical permittivities \(\epsilon_A'=2.0\) and \(\epsilon_C'=4.5\). For a charge \(Q\) in A, try an image \(Q'\) for the field in A and an effective charge \(Q''\) for the field in C. Continuity of the potential and of the normal displacement requires

\[
\frac{Q+Q'}{\epsilon_A'}=\frac{Q''}{\epsilon_C'},\qquad Q-Q'=Q'' ,
\]

so \(Q'=-\kappa Q\) with \(\kappa=(\epsilon_C'-\epsilon_A')/(\epsilon_C'+\epsilon_A')=0.385\). The force acts over the distance \(2x\), and its integral from infinity gives the energy \(-\kappa e^2/(16\pi\epsilon_0\epsilon_A'x)\). Adding \(-eFx\) and setting the derivative to zero puts the maximum at

\[
x_m=\sqrt{\frac{\kappa e}{16\pi\epsilon_0\epsilon_A'F}}=0.83\ \text{nm}.
\]

Both terms are equal there, so the barrier is lowered by \(2eFx_m=0.166\) eV.

**Tunnelling.** At 1 MV/cm the triangular barrier is \(2.324/0.1=23\) nm long and fits into a 30 nm film. For remaining height \(h\), the tunnelling exponent is \(Bh^{3/2}\), with \(B=4\sqrt{2m}/(3\hbar eF)\). With \(m\) equal to half the electron mass, it is 171 from the band edge of C, far above the thermal 71.4. An electron can also climb to within \(h\) of the top and tunnel from there. The total exponent \((\phi-h)/kT+Bh^{3/2}\) is smallest when \(\tfrac32Bh^{1/2}=1/kT\). Then \(Bh^{3/2}=\tfrac23h/kT\), and the exponent is reduced by \(h/(3kT)\). In the exponent alone, this acts as a barrier lowering of \(h/3=0.060\) eV. The current gains more, because electrons at many energies around the best one contribute. Near its minimum the exponent is a parabola with second derivative \(3B/(4\sqrt h)\), so the integral over energy has an effective width \(\sqrt{8\pi\sqrt h/(3B)}=0.27\) eV, about \(8kT\). The extra factor of 8 is worth \(kT\ln8=0.07\) eV, and the total lowering is about 0.13 eV.

The image and tunnelling values were found separately. They should not simply be added, because the image force reshapes the region near the top through which the electron tunnels. Neither changes the band offsets or \(R\). Each is independent of \(\phi\) here, so each by itself leaves the factor of 25 unchanged.

**Trapped charge.** A sheet of \(n_t=10^{12}\) cm\(^{-2}\) charges halfway through a film of thickness \(d=30\) nm, with both faces at the same potential, sends half its flux to each side. The field \(en_t/(2\epsilon_0\epsilon_A)\) over \(d/2\) bends the bands by \(e^2n_td/(4\epsilon_0\epsilon_A)=0.50\) eV. This exceeds \(|R|\) but is a bulk bending, not an offset. A measurement that does not separate the two can report a false residual.

## Beside a real stack

The gaps and static permittivities are rough values for such films. The CNL depths and gap-state densities are much less certain and vary with composition and deposition. An ideal junction of two insulators need have no states in the common gap, and its dipole then comes from the tails of band states. \(N_i\) is therefore either a defect density or an effective measure of how much charge a misalignment transfers. The common empirical estimate \(S=1/[1+0.1(\epsilon'-1)^2]\), with the optical permittivity of the wider-gap side (2.0 for A, 4.0 for B), gives slopes of 0.91, 0.53 and 0.91 and \(R=-0.23\) eV, about twice the value of the example. The optical permittivity of C was set equal to its static value, which probably makes the image lowering too large.

The model also assumes that the gap states are the only source of the interface dipole, which need not hold. Plasma damage, moisture or bonding defects can leave fixed pairs of opposite charges. If such pairs sit on the same two planes, a density \(n_f\) adds a step \(x=1.81\) eV for each \(10^{14}\) cm\(^{-2}\), which the gap states reduce by the factor \(S_{CA}\). To change the C–A offset by as much as \(|R|\) takes

\[
n_f=\frac{0.1049}{0.5632\times1.81}\times10^{14}\ \text{cm}^{-2}\approx1\times10^{13}\ \text{cm}^{-2}.
\]

Defects at one interface can thus double the residual or cancel it. Leakage through traps is governed by trap depths and spacing as well as by band offsets, and can hide the Boltzmann factor altogether. Equal slopes alone therefore do not guarantee closure in a real stack. When the offset of a particular pair matters to within about 0.1 eV, that interface should be measured or calculated directly, unless both equal slopes and the absence of other interface dipoles have been established. The remaining values of the example are in the numerical output.

## Calculated quantities

```
A: chi 1.0 eV, gap 8.0 eV, Phi 5.4 eV
   N 5.0e+13 /(eV cm2), eps 2.7, optical 2.0
B: chi 2.0 eV, gap 5.0 eV, Phi 4.8 eV
   N 1.5e+14 /(eV cm2), eps 6.5, optical 4.0
C: chi 2.8 eV, gap 3.0 eV, Phi 4.2 eV
   N 3.0e+14 /(eV cm2), eps 4.5, optical 4.5
dipole spacing 0.20 nm, interface permittivity 2.0
temperature 378 K, kT 0.03257 eV
A->B: S 0.5957, Phi difference +0.60 eV
   S times difference +0.3574 eV
   conduction -1.2426 eV, valence +1.7574 eV
   vacuum-level step -0.2426 eV
B->C: S 0.3559, Phi difference +0.60 eV
   S times difference +0.2136 eV
   conduction -1.1864 eV, valence +0.8136 eV
   vacuum-level step -0.3864 eV
C->A: S 0.5632, Phi difference -1.20 eV
   S times difference -0.6759 eV
   conduction +2.3241 eV, valence -2.6759 eV
   vacuum-level step +0.5241 eV
residual R -0.1049 eV; upper bound on |R| 0.2878 eV
equal densities 1e14: common S 0.5250
   loop sum below 1e-6 eV: True
closing S for C->A 0.4758, spacing 0.2841 nm
least largest error of one level list 0.0350 eV
C-to-A barrier 2.3241 eV, inferred through B 2.4290 eV
Boltzmann factor of the error 25.0
triple-line angles A, B, C: 180, 90, 90 degrees
triple-line field in A at 1 nm 0.221 MV/cm
triple-line field in A at 10 nm 0.0221 MV/cm
rough breakdown field 5.0 MV/cm
   reached at radius 0.044 nm
R, density rising as cosh(E/1.0 eV): -0.0932 eV
R with dipole spacing 0.1 nm: -0.1017 eV
R with dipole spacing 0.4 nm: -0.0860 eV
operating field in A 1.0 MV/cm, thickness 30 nm
C-A offset change by field 0.0152 eV
image lowering 0.166 eV, top at 0.83 nm
tunnelling mass 0.5 electron masses
exponents: tunnel 171.1, thermal 71.4
thermally assisted tunnelling lowering 0.060 eV
trapped charge 1e+12 /cm2: band bending 0.503 eV
```
